# Counting magnesium-25 neighbours of F-plus centres in MgO

## Question

I'm working on electron spin resonance of oxygen vacancies in magnesium oxide films. An exercise says that magnesium-25 has a natural abundance of 10 percent, and asks me to show that about 53 percent of F-plus centres have no magnetic nearest-neighbour nucleus and about 35 percent have exactly one.

The vacancy has six magnesium neighbours, so I multiplied: six times 10 percent is 60 percent. That seems to leave 40 percent with no magnetic neighbour, not 53. What is wrong with this?

I also don't see how the percentages relate to the spectrum. Should the central line contain 53 percent of the signal? And does any of this change in a film 20 nm thick?

## Answer

Your 60 percent is a correct number, but it answers a different question. It says that a centre has 0.6 magnetic neighbours on average. It is not the fraction of centres that have at least one, because a centre with two such neighbours is counted twice in the average.

### What is being counted

An F-plus centre is an oxygen vacancy that has trapped one electron. In the rock-salt lattice, the vacancy in the bulk is surrounded by six magnesium sites at equal distances, along the positive and negative directions of the three cube axes.

Natural magnesium has three stable isotopes. Magnesium-24 and magnesium-26 have zero nuclear spin, so they count together as nonmagnetic. Magnesium-25 has spin $I=5/2$. Each site therefore has two possibilities for our purpose:

$$
p=0.10\quad\text{(magnetic)},\qquad q=1-p=0.90\quad\text{(nonmagnetic)}.
$$

I assume that the isotopes are distributed at random, so that the isotope on one site tells us nothing about the isotope on another. I also assume that all six sites hold magnesium.

### No magnetic neighbour

The first site is nonmagnetic with probability $q$. The second is also nonmagnetic with probability $q$, whatever the first one holds. Independence lets us multiply the six factors:

$$
P(0)=q^6=(0.9)^6 .
$$

In steps, $0.9^2=0.81$ and $0.9^3=0.729$, so

$$
P(0)=(0.729)^2=0.531441\approx 53\%.
$$

The probability of at least one magnetic neighbour is $1-P(0)\approx47\%$, not 60 percent.

### Exactly one magnetic neighbour

Suppose first that one named site, say the one along $+x$, is magnetic and the other five are not. That arrangement has probability $pq^5$. The magnetic nucleus could equally be on any of the six sites. These six arrangements exclude one another, so their probabilities add:

$$
P(1)=6pq^5 .
$$

Since $0.9^5=0.59049$,

$$
P(1)=6(0.1)(0.59049)=0.354294\approx35\%.
$$

This proves both statements in the exercise.

### The other centres, and your 60 percent

For $k$ magnetic neighbours, one specified arrangement has probability $p^kq^{6-k}$. The number of ways to choose which $k$ of the six sites are magnetic is $\binom{6}{k}$. Hence

$$
P(k)=\binom{6}{k}p^kq^{6-k}.
$$

The binomial theorem confirms that nothing has been lost:

$$
\sum_{k=0}^{6}P(k)=(p+q)^6=1.
$$

For two neighbours, $\binom62=15$, and

$$
P(2)=15(0.1)^2(0.9)^4=0.098415 .
$$

For three, $\binom63=20$ gives $P(3)=0.01458$. Altogether, the centres with two or more magnetic neighbours make up

$$
1-0.531441-0.354294=0.114265,
$$

or about 11 percent.

Now compute the average number of magnetic neighbours. Give each site a number that is 1 if its nucleus is magnetic and 0 if it is not. The average of that number is $p$, and the average of a sum is the sum of the averages, so

$$
\langle k\rangle=6p=0.6 .
$$

The same average from the probabilities is

$$
\langle k\rangle=1P(1)+2P(2)+3P(3)+\cdots
=0.354+0.197+0.044+\cdots=0.6 .
$$

The factors 2 and 3 are the multiple counting. Your subtraction would be justified only if multiple occupation could be neglected. For small $p$,

$$
P(0)=(1-p)^6=1-6p+15p^2-\cdots .
$$

Your 40 percent is the first two terms. At $p=0.1$ the next term is $+0.15$, which is too large to drop.

As a check of the geometry and the counting together, isotopes were assigned at random to a rock-salt lattice of $130\times130\times95$ sites. Around the oxygen sites away from its two surfaces, 53.07 percent had no magnetic neighbour and 35.49 percent had exactly one. Neighbouring oxygen sites share magnesium ions, so their counts are not independent of each other. This affects the statistical scatter but not the expected fractions.

### How firm are the percentages?

Differentiating $P(0)=(1-p)^6$ gives

$$
\frac{dP(0)}{dp}=-6(1-p)^5=-3.54 .
$$

An increase of $p$ by 0.001 therefore lowers $P(0)$ by about 0.35 percentage points. Between $p=0.099$ and $p=0.101$, $P(0)$ falls from 53.5 to 52.8 percent, while $P(1)$ rises from 35.3 to 35.6 percent. The word "about" in the exercise is needed: a small change in abundance can alter the last whole percent.

The ratio of the two groups is also useful:

$$
\frac{P(1)}{P(0)}=\frac{6pq^5}{q^6}=\frac{6p}{q}=\frac23 .
$$

The groups would be equally large when $6p=1-p$, that is, at $p=1/7$. For $p$ above this value, centres with one magnetic neighbour would outnumber those with none. In the opposite limit, $p\to0$, $P(0)\to1$.

### From centres to spectral lines

The electron spin interacts with each magnetic neighbour through the hyperfine coupling. Take this coupling first to be isotropic, with strength $a$, and weak compared with the electron Zeeman energy. To first order, a nucleus with spin projection $m$ along the field shifts the electron resonance by $am$, where

$$
m=-\tfrac52,-\tfrac32,-\tfrac12,\tfrac12,\tfrac32,\tfrac52 .
$$

At ordinary temperatures these six nuclear states are almost equally populated. Centres with one magnetic neighbour therefore give six lines of equal weight, spaced by $|a|$. Here "weight" means the integrated absorption as a share of the total, with every centre contributing equally. Each of the six lines has weight

$$
\frac{P(1)}6=pq^5=0.059049 .
$$

Centres with no magnetic neighbour give a single line at zero shift, with weight $P(0)$. The ratio is

$$
\frac{P(1)/6}{P(0)}=\frac{pq^5}{q^6}=\frac pq=\frac19 .
$$

So 35 percent of the centres produce satellites that are each only one ninth as strong as the line from the 53 percent.

The complete central line is slightly stronger than $P(0)$, however. With two magnetic neighbours the shift is $a(m_1+m_2)$. Of the $6\times6=36$ equally likely pairs, six have $m_2=-m_1$ and give zero shift. These centres add

$$
\frac{6}{36}P(2)=\frac{0.098415}{6}=0.0164
$$

to the central line. Four magnetic neighbours add about 0.0001 more. An odd number cannot contribute, because a sum of an odd number of half-odd values is never zero. The total is

$$
0.5314+0.0164+0.0001\approx0.548 .
$$

For equal, isotropic couplings treated to first order, the answer to your second question is therefore 54.8 percent, not 53.1 percent. With the coupling and field used below, second-order shifts spread the two-neighbour part over about 0.007 mT, so it merges with the central line only if that line is wider than this. Taking the central line as a direct measure of $P(0)$ would give a value too high by 1.7 percentage points, or 3 percent of $P(0)$ itself.

The satellites at $\pm a/2$ also receive a little extra, mainly from centres with three magnetic neighbours. Of the $6^3=216$ combinations, 27 have a sum of $+1/2$, so the added weight is $P(3)/8=0.0018$. Each of these two lines then has weight 0.0609.

The ratio $0.0609/0.548$ is still 0.111, which may look surprising. Put $x=p/q$ and take out the leading factor from each line:

$$
\begin{aligned}
W_0&=q^6\left[1+\frac{15}{6}x^2+O(x^4)\right],\\
W_{1/2}&=pq^5\left[1+\frac{20}{8}x^2+O(x^4)\right].
\end{aligned}
$$

The first correction comes from $P(2)/6$ and the second from $P(3)/8$. Both coefficients are $5/2$, so they cancel in the ratio:

$$
\frac{W_{1/2}}{W_0}=\frac pq\left[1+O(x^4)\right].
$$

In this first-order model, the ratio $R$ of an inner satellite to the central line thus gives the abundance without the leading correction for multiple neighbours, which is needed if the central weight is used to find $P(0)$. Solving $R=p/(1-p)$ gives $p=R/(1+R)$. With $R=1/9$ this returns $p=0.10$, from which $P(0)=(1-p)^6$ follows.

There are also weaker lines between the satellites. Five of the 36 pairs have $m_1+m_2=1$, so centres with two magnetic neighbours put $5P(2)/36=0.0137$ at $+a$. With the small contribution from larger $k$, the line has 1.38 percent of the total weight. In general, $k$ equivalent nuclei have sums from $-5k/2$ to $5k/2$ in steps of one, which makes $5k+1$ possible line positions.

### A 20 nm film at 340 mT

Take a film 20 nm thick with flat (100) faces. The distance from the vacancy to a neighbouring magnesium site is roughly 0.21 nm, which is also the spacing of the atomic layers. The film has about

$$
\frac{20}{0.21}\approx95
$$

layers. An oxygen vacancy in a surface layer lacks the magnesium neighbour outside the film, so it has five. For such a centre

$$
P_{\rm surface}(0)=(0.9)^5=0.5905 .
$$

If the centres are spread evenly over all layers and both faces are free, the surface share is $2/95=0.0211$. The film average is

$$
0.9789(0.5314)+0.0211(0.5905)=0.5327 .
$$

The rise is $(2/95)(0.5905-0.5314)=0.0012$, so the thickness raises the fraction by only 0.12 percentage points. If all the centres lay in the surface layers, the result would instead be 59 percent. The distribution of vacancies thus matters more than the thickness alone.

For the spectrum, take $g=2.0$ and a field of 340 mT. The electron resonance is then at about 9.5 GHz, or 28 MHz per millitesla. A rough size for the isotropic splitting is $|a|=0.40$ mT, equivalent to

$$
0.40\times28\approx11\ \text{MHz}.
$$

The six lines from one magnetic neighbour lie at $\pm0.20$, $\pm0.60$ and $\pm1.00$ mT from the centre.

The direction of the field matters because the hyperfine coupling also has a dipolar part. If $\theta$ is the angle between the field and the line from vacancy to nucleus, the first-order splitting is

$$
\left|a+b(3\cos^2\theta-1)\right| .
$$

With the field along [111], each cube axis has $\cos^2\theta=1/3$. The dipolar term vanishes to first order, and all six neighbours are equivalent. That is the direction for which the simple line pattern above is best suited.

Treating the electron as a point at the centre of the vacancy gives $|b|=0.0185$ mT. This is only an order of magnitude, since the real electron is spread out. In this model $a$ and $b$ have the same sign. With the field along [100], two neighbours have $\theta=0$ or $180^\circ$ and splitting $0.400+2(0.0185)=0.437$ mT. The other four have $\theta=90^\circ$ and splitting $0.400-0.0185\approx0.38$ mT. The spectrum changes, but the fractions of centres do not. Opposite spin projections on two neighbours with unequal splittings no longer cancel exactly, so a narrow central line then holds somewhat less than 54.8 percent.

First-order theory is not perfect along [111] either. A diagonalization of the spin Hamiltonian for one magnetic neighbour included the nuclear Zeeman term, the dipolar coupling above and a trial quadrupole term $Q[3I_u^2-I(I+1)]$, with $Q=0.10$ MHz and $u$ the axis from vacancy to nucleus. The largest line shift from the first-order positions was 0.010 mT, or 2.5 percent of $|a|$. This figure depends on the rough value of $b$: with $|b|=0.048$ mT it grows to about 0.024 mT. The six main lines kept 94 percent of the weight, and the rest went into weak additional transitions. Most of this loss comes from the trial quadrupole term, and it is not shared equally among the lines. For these parameters, the worst case is one of the lines at $\pm3a/2$, which loses about 10 percent of its own weight. The two inner satellites, which enter $R$, lose about 2 and 4 percent, so an abundance inferred from $R$ is uncertain by a few percent of its value.

### What the count leaves out

"No magnetic nearest neighbour" does not mean "no magnetic nucleus nearby". The next magnesium shell has eight sites, at $\sqrt3$ times the nearest-neighbour distance. The chance that it contains at least one magnesium-25 nucleus is

$$
1-(0.9)^8=0.57 .
$$

The probability that both magnesium shells are free of magnetic nuclei is only $0.531\times0.430=0.23$. Between these shells lie twelve oxygen sites. With a rough oxygen-17 abundance of 0.04 percent, the chance of finding one there is about 0.5 percent. Whether these outer nuclei produce resolved splittings depends on their couplings and on the linewidth, which the counting argument does not supply.

Two thermal effects are much smaller. At 300 K, the largest relative difference between nuclear level populations is about $5\times10^{-6}$ for the values used here, so equal weights are a good assumption. Isotopes could also sort themselves during a hot anneal, because a heavier atom slightly favours a site with stiffer bonds. I estimated this with harmonic vibrations at 1500 K, a vibration quantum of 50 meV and a trial spring constant beside the vacancy equal to half its bulk value, treating every nonmagnetic nucleus as magnesium-24. $P(0)$ then rose by about 0.01 percentage points. Random placement is adequate at the accuracy of the exercise.

In a real film, the assumption of six magnesium neighbours can fail more seriously. Centres may gather near surfaces, or have an impurity or a missing magnesium ion beside them. Suppose a fraction $f$ of the centres has one neighbour missing or replaced by a spinless impurity. Those centres have $P(0)=0.9^5$, so the average rises by

$$
f(0.5905-0.5314)=0.059f .
$$

For $f=0.10$ this is 0.6 percentage points. If the replacement always carries a nuclear spin, those centres have no chance of being free of magnetic neighbours, and the average falls by $0.531f$, or 5.3 points for the same $f$. The 53 and 35 percent are therefore statements about isolated bulk centres in magnesium of natural composition. The numerical output below gives the figures to more digits.

## Calculated quantities

```
Mg-25 abundance: 10.0 %
Nearest Mg sites: 6
Centres with 0 magnetic neighbours: 53.1441 %
Centres with 1 magnetic neighbours: 35.4294 %
Centres with 2 magnetic neighbours: 9.8415 %
Centres with 3 magnetic neighbours: 1.4580 %
Centres with 2 or more: 11.4265 %
Mean number of magnetic neighbours: 0.60
Ratio P(1)/P(0): 0.6667
Random lattice, none: 53.07 %
Random lattice, exactly one: 35.49 %
Slope dP(0)/dp: -3.5429
P(0) at p=0.099: 53.50 %
P(1) at p=0.099: 35.27 %
P(0) at p=0.101: 52.79 %
P(1) at p=0.101: 35.59 %
Film thickness: 20.0 nm
Mg-vacancy distance, rough: 0.21 nm
Atomic layers in film: 95
Share of sites in surface layers: 2.11 %
P(0) for a surface centre: 59.05 %
P(0) averaged over film: 53.27 %
Magnetic field: 340 mT
g factor, rounded: 2.0
Electron resonance frequency: 9.517 GHz
Hyperfine splitting |a|, rough: 0.40 mT
Hyperfine splitting |a|: 11.20 MHz
One of six lines from k=1: 5.9049 % of total
Its ratio to the k=0 line: 0.1111
Whole central line: 54.7980 % of total
Whole line at a/2: 6.0877 % of total
Whole line at a: 1.3800 % of total
Whole a/2 line over central line: 0.1111
Point-dipole coupling |b|: 0.0185 mT
Splitting, field along neighbour axis: 0.4371 mT
Splitting, field across neighbour axis: 0.3821 mT
Trial quadrupole coupling: 0.10 MHz
Largest line shift, field on [111]: 0.01002 mT
Weight kept by six main lines: 94.28 %
Chance of Mg-25 in third shell: 56.95 %
O-17 abundance, rough: 0.04 %
Chance of O-17 in second shell: 0.48 %
Temperature of use: 300 K
Largest nuclear population bias: 5.18e-06
Anneal temperature: 1500 K
Mg vibration quantum, rough: 50 meV
Trial spring-constant ratio: 0.50
Change of P(0) by isotope sorting: 0.0119 % points
```
